# Finding minimum-energy crossing points of spin states and their seam frequencies, part 2

Two uncoupled surfaces $E_1(x)$ and $E_2(x)$, for different spin states, cross on the seam $\Delta E=E_1-E_2=0$. Its lowest point is the minimum-energy crossing point (MECP), marked by a star. Hartree atomic units are used unless stated.

With gradients $g_i$ and Hessians $H_i$, define $d=g_1-g_2$, $\hat n=d/|d|$, $P=1-\hat n\hat n^T$, $\gamma_i=\hat n\cdot g_i$, $\lambda(x)=d\cdot g_1/|d|^2$, $L=E_1-\lambda\Delta E$ and $H_{\rm eff}=(1-\lambda)H_1+\lambda H_2$. Then $Pg_1=g_1-\lambda(x)d$, which vanishes at the MECP. There the slopes $\gamma_i$ have opposite signs in a peaked crossing ($0<\lambda<1$) and the same sign in a sloped one. Under a coordinate map with Jacobian $T$, $H_{\rm eff}\to T^TH_{\rm eff}T$ at the MECP.

The columns of $Z$ are an orthonormal basis orthogonal to $\hat n$, and $K=Z^TH_{\rm eff}Z$. Raising $E_2$ by $\delta$ gives
$$dE^*=g_1\cdot dx=\lambda\,d\cdot dx=\lambda\,d\delta. \tag{3}$$

Descent iterates $x\leftarrow x-\eta G$ with $G=\alpha\,\Delta E\,\hat n+Pg_1$. Its Jacobian $J$ has eigenvalues $j$ at the MECP:
$$J^*=PH_{\rm eff}+\alpha|d|\,\hat n\hat n^T. \tag{6}$$
$$0<\eta<2/j_{\max},\qquad \text{rate per step}=\max_j|1-\eta j|. \tag{7}$$

The Newton step $s$, with $H$ the Hessian of $L$ or an approximation, obeys
$$Hs-d\,\delta\lambda=-Pg_1,\qquad d\cdot s=-\Delta E. \tag{8}$$
$$s_n=-\frac{\Delta E}{|d|}\hat n,\qquad s=s_n-Z\,(Z^THZ)^{-1}Z^T(g_1+Hs_n). \tag{9}$$
The error $e=x-x^*$ becomes $e'=Zt'+O(e^2)$, with
$$(Z^THZ)\,t'=Z^T(H-H^*_{\rm eff})\,e+O(e^2). \tag{10}$$

The search loop also removes rigid motions from $Z$, caps $|s|$, and updates $H$ by BFGS from $s$ and $y$, the change of $g_1-\lambda'd$ at the fixed new multiplier $\lambda'$. It skips updates unless $s\cdot y>10^{-3}|s||y|$.

For a rigid rotation $\delta x=Ax$, $A=-A^T$,
$$H_iAx=Ag_i,\qquad H_{\rm eff}Ax=A\,[(1-\lambda)g_1+\lambda g_2]=0. \tag{12}$$

With diagonal mass matrix $M$, $\tilde H=M^{-1/2}H_{\rm eff}M^{-1/2}$, $\tilde Z$ an orthonormal basis orthogonal to $\tilde d=M^{-1/2}d$ (not to the unweighted $\hat n$), and $M^{1/2}(x-x^*)=\tilde Za$, the seam frequencies $\omega_k$ follow from
$$\ddot a=-\tilde Z^T\tilde H\tilde Z\,a,\qquad \omega_k^2=\text{eigenvalues of }\tilde Z^T\tilde H\tilde Z. \tag{13}$$
A nonlinear molecule of $N$ atoms has $3N-7$.

## A model with both kinds of crossing

With $X=x-1$, $Y=y-0.5$, $W=z-0.3$ (bohr, $E_h$) and masses 2000, 4000, 1000 $m_e$, take
$$E_1=0.15x^2+0.10y^2+0.05z^2+0.02xy+0.01x^2z,$$
$$E_2=D+0.10X^2+0.075Y^2+0.125W^2-0.03XW+0.02XY^2 .$$
For $D=0.05$ the MECP is at $(0.60032,0.28886,0.21183)$ with $E^*=0.068876$, $\gamma_1=0.20244$ and $\gamma_2=-0.08209$ $E_h$/bohr. Then $\lambda=0.20244/0.28453=0.7115$, a peaked crossing. For $D=0.30$ it is at $(1.26961,0.62126,0.35949)$ with $E^*=0.308412$ and $\lambda=0.43250/(0.43250-0.05635)=1.1498$, a sloped one. The program tests that the Newton, BFGS and mass-weighted searches land within $10^{-6}$ bohr of a direct minimization with $x$ eliminated by root finding, and that the finite-difference $dE^*/dD$ equals $\lambda$ within $10^{-5}$. It also tests (6) against a finite-difference Jacobian, (9) against a direct solve of (8), and the tensor rule under a quadratic map.

With $\alpha=1$ bohr$^{-1}$ the peaked case has $j=0.16079$, $0.21271$, $0.28453$ $E_h$/bohr$^2$, the last being $\alpha|d|$, and the Frobenius norm of $J-J^T$ is 0.0427 in the same unit. At $\eta=2$ bohr$^2/E_h$, (7) predicts $1-2(0.16079)=0.6784$, the rate observed, and the sloped case gives $1-2(0.15514)=0.6897$. At $\eta=1.9/j_{\max}$ and $2.2/j_{\max}$ the stiffest mode is multiplied by $-0.9$ and $-1.2$ per step, or $5.2\times10^{-3}$ and $9.1\times10^{3}$ in magnitude over 50 steps. The observed factors in the peaked case, $4.4\times10^{-3}$ and $7.8\times10^3$, are both about 0.85 of these, as expected when one mode survives and its share of the initial error is the same in both runs. From $(0.5,0,0)$ descent, BFGS and Newton took 52, 6 and 4 steps (peaked) and 55, 9 and 5 (sloped), each to its own tight threshold. The measured one-step orders are 2.00 with $H_{\rm eff}$ and 1.00 with $H_2$, as (10) requires.

Equation (13) gives 6.5555 and 14.4296 m$E_h$ (peaked) and 6.4329 and 16.6200 m$E_h$ (sloped). These are tested against finite differences of the energy on the eliminated seam (relative tolerance $10^{-5}$) and against periods of constrained trajectories ($10^{-4}$). Relative to the correct values, $H_1$ alone puts the upper frequency 31% low in the peaked case (9.9352) and 41% low in the sloped case (9.7776), $H_2$ alone puts it 10% high (15.8940) and 4% low (15.8956), and the unweighted normal puts the lower peaked frequency 5% high (6.8727).

## Worked example: SiH$_2$

State 1 is the closed-shell RHF singlet and state 2 the UHF triplet, in the 6-31G* basis with spherical d functions. The Cartesian BFGS search starts at Si–H distances 2.95 and 2.75 bohr and an angle of 100°, with $H=0.3$ $E_h$/bohr$^2$ times the unit matrix and a cap of 0.3 bohr. It converges in 6 steps, seven evaluations of each state, to $r=2.7987$ bohr (1.4810 Å) for both bonds and $\theta=110.44°$. The triplet has $\langle S^2\rangle=2.0046$ against the exact 2, and a Mulliken spin of 0.999 in the out-of-plane p functions, so one unpaired electron is in the out-of-plane orbital.

The history shows two things that matter for convergence logic. The energy $E_1$ is not monotonic: it rises from $-289.9958113$ to $-289.9873773$ $E_h$ in the first step, and at step 3 it lies $2.7\times10^{-6}$ $E_h$ below its final value. Since $L(x,\lambda^*)=E^*+\tfrac12e^TH_{\rm eff}e+\dots$, one has $E_1-E^*=\lambda^*\Delta E+\tfrac12e^TH_{\rm eff}e$, and at step 3 the first term is $0.7474\times(-1.81\times10^{-5})=-1.35\times10^{-5}$ $E_h$, enough to take $E_1$ below $E^*$. Also $\lambda(x)$ runs 0.2863, 1.1196, 0.8827, 0.7559 before settling, so its value away from the MECP does not classify the crossing.

At convergence $\gamma_1=0.04975$ and $\gamma_2=-0.01682$ $E_h$/bohr, so $|d|=0.06657$ and $\lambda=0.04975/0.06657=0.747$. At this level of theory the crossing is peaked, lying at a smaller angle than the UHF triplet minimum (118°), and $H_{\rm eff}=0.2526\,H_1+0.7474\,H_2$. The RHF singlet minimum is at 2.8508 bohr and 93.32°, and the electronic height of the MECP is
$$-289.990447-(-289.998890)=8.443\ \text{m}E_h\approx22\ \text{kJ/mol}.$$
Hartree–Fock omits the correlation of the electron pair that the singlet has and the triplet lacks, so it is expected to place the triplet too low. By (3), the first m$E_h$ of a uniform upward shift of the triplet surface raises the MECP by about 0.75 m$E_h$, but $\lambda$ grows as the crossing moves to larger angles. It reaches 1 at a shift of about 10 m$E_h$, where the MECP coincides with the triplet minimum, and about 1.2 at 20 m$E_h$. The correlation correction is of this size. Frozen-core MP2 in the same basis raises the triplet minimum from 7 to 20 m$E_h$ above the singlet minimum and gives a sloped crossing near 121° with $\lambda\approx1.07$. The height is a Hartree–Fock result in one small basis and not a prediction, and the same holds for the geometry, for $\lambda$ and for the peaked character. It also depends on the closed-shell restriction that defines state 1, since the RHF solution is unstable once that restriction is lifted, both at the MECP (a spin-broken UHF solution lies about 8 m$E_h$ lower) and at the singlet minimum (about 3 m$E_h$ lower).

Equation (12) is tested directly. The largest $|H_1r|$ over rigid motions is $4.98\times10^{-2}$ $E_h$/bohr, equal to $\gamma_1$ because rotation about the axis normal to the molecular plane turns each atom's in-plane gradient by 90° and keeps its length. The largest $|H_{\rm eff}r|$ is $5.2\times10^{-8}$ $E_h$/bohr.

The $3\cdot3-7=2$ frequencies from (13) are 9.8101 and 10.7238 m$E_h$, or 2153.1 and 2353.6 cm$^{-1}$, and the seam zero-point energy is $(9.8101+10.7238)/2=10.267$ m$E_h$ (27 kJ/mol). The decimals serve the comparison of methods, not accuracy against the real molecule: the basis was not varied, and MP2 in the same basis lowers the symmetric mode by roughly 40 cm$^{-1}$.

The independent check uses energies on the seam, solving $\Delta E=0$ for $\theta(r_1,r_2)$ at displacements of 0.02 bohr. It needs the kinetic energy in internal coordinates $q$, with $\dot q=B\dot x$. The velocity $\dot x=M^{-1}B^T\mathcal G^{-1}\dot q$, with the Wilson matrix $\mathcal G=BM^{-1}B^T$, reproduces $\dot q$ and has no rigid part, since $r^TM\dot x=(Br)^T\mathcal G^{-1}\dot q=0$. Its kinetic energy is $\tfrac12\dot q^T\mathcal G^{-1}\dot q$. The antisymmetric mode can be done by hand. With unit bond vectors $e_1,e_2$, $\delta r_i=e_i\cdot(\delta x_{{\rm H}_i}-\delta x_{\rm Si})$, so $\mathcal G_{11}=1/m_{\rm H}+1/m_{\rm Si}$ and $\mathcal G_{12}=\cos\theta/m_{\rm Si}$. The coordinate $S=(r_1-r_2)/\sqrt2$ is odd under exchange of the hydrogens and does not mix with $\theta$ or $r_1+r_2$, and
$$\mathcal G_{SS}=\mathcal G_{11}-\mathcal G_{12}=\frac1{1.0080}+\frac{1+0.3492}{28.0850}=1.04010\ \text{u}^{-1}=5.7058\times10^{-4}\ m_e^{-1},$$
with 1 u $=1822.888\,m_e$. The displacement $r_{1,2}=r\pm b$ has $S=\sqrt2\,b$, so the computed $\partial^2E/\partial b^2=0.40316$ gives a force constant 0.20158 $E_h$/bohr$^2$ for $S$. Then $\omega^2=0.20158\times5.7058\times10^{-4}=1.1502\times10^{-4}$ and $\omega=10.725$ m$E_h$, or 2353.8 cm$^{-1}$. The upper mode is thus the antisymmetric stretch. The lower one is the symmetric stretch $r_{1,2}=r+a$, with $\partial^2E/\partial a^2=0.42496$ $E_h$/bohr$^2$ along the seam, accompanied by an opening of the angle $d\theta/da=0.32282$ rad/bohr that keeps $\Delta E=0$. Its effective mass is $v^T\mathcal G^{-1}v$ with $v=(1,1,d\theta/da)$ in $(r_1,r_2,\theta)$, and $\omega^2=(\partial^2E/\partial a^2)/(v^T\mathcal G^{-1}v)$ gives 2153.2 cm$^{-1}$. The test asserts relative agreement within $10^{-3}$. The observed differences are about $10^{-4}$ or less, and their attribution to the finite step is a conjecture, since the step was not varied.

Each mode is alone in its symmetry species, so (13) is diagonal and $\omega^2$ is linear in the Hessian. For the symmetric mode, $0.2526(2105.2)^2+0.7474(2169.0)^2=(2153.1)^2$. Relative to 2153.1 cm$^{-1}$, $H_1$ alone is 2.2% low, $H_2$ alone 0.7% high and their plain mean (2137.3) 0.7% low. For the antisymmetric mode the deviations are at most 0.4%. The effect is much smaller than in the model because the two projected Hessians are close to each other here.

## Failure modes

When $|d|$ is small, $\hat n$ is sensitive to errors in the gradients, $|s_n|=|\Delta E|/|d|$ is long for a given gap, and $|\lambda|=|\gamma_1|/|d|$ can be large. Errors in the Hessians enter as $(1-\lambda)\delta H_1+\lambda\,\delta H_2$, which does not amplify them for $0<\lambda<1$. Written as $\delta H_1-\lambda(\delta H_1-\delta H_2)$, it shows that a sloped crossing with nearly equal slopes amplifies the part of the error that differs between the states, while an error common to both passes through unchanged. If the surfaces do not cross nearby, the normal steps either carry the search far away or lead toward a nonzero local minimum of $|\Delta E|$. There $d\to0$ and $|s_n|=|\Delta E|/|d|$ grows without bound, so only the step cap limits the moves.

Step (9) solves for a stationary point. With an exact, indefinite $Z^THZ$ it can converge to a saddle within the seam. A symmetric start keeps symmetric gradients and steps and can do the same. A negative $\omega^2$ from (13) reveals the case. The search is then restarted from a displacement along that mode with a positive definite $H$, because with the exact indefinite Hessian step (9) can return to the same saddle. A minimum found is local.

Positivity is required only of $K$. The full $H_{\rm eff}$ may be negative along $\hat n$, so a step dominated by $s_n$ can have $s\cdot y\le0$, where a BFGS update would destroy positivity. The loop skips such updates. If it skips repeatedly, $H$ can be reset from computed Hessians, but BFGS keeps positivity only from a positive definite matrix, so $H_{\rm eff}$ must first be made positive. When $Z^TH_{\rm eff}Z$ is positive definite, with $Z$ the basis used in the loop, adding $\rho\,(1-ZZ^T)$ with $\rho$ large enough makes the whole matrix positive definite and leaves (9) unchanged, since $Z^T(1-ZZ^T)=0$. Without rigid motions $1-ZZ^T=\hat n\hat n^T$. For a free molecule it also projects on the rigid motions, and this part is needed: a rotation $r=Ax$ has $\hat n\cdot r=0$, so $\rho\,\hat n\hat n^T$ does not change $r^TH_{\rm eff}r=r\cdot A\,Pg_1$, which is zero at the MECP and can be negative away from it.

Convergence must be judged on $|\Delta E|$ and $|Pg_1|$ together, never on $E_1$. At an unconverged point the derivation of (12) gives $H_{\rm eff}Ax=A\,Pg_1$, so nonzero rotational residuals signal a leftover projected gradient or inaccurate Hessians.

Smoothness fails if a self-consistent field calculation jumps to another solution between steps. Starting each state from its own previous density and monitoring $\langle S^2\rangle$ and the spin distribution are the usual precautions, without a guarantee. If spin–orbit coupling is strong enough to round the crossing into a smooth adiabatic barrier, or if the states share spin and symmetry, the single-constraint problem no longer describes the bottleneck.

## Computed results

```
model E1 = 0.15x^2+0.10y^2+0.05z^2+0.02xy+0.01x^2 z (Eh, bohr)
model E2 = D+0.10X^2+0.075Y^2+0.125Z^2-0.03XZ+0.02XY^2, X=x-1,Y=y-0.5,Z=z-0.3
masses [2000. 4000. 1000.] m_e; alpha 1.0 1/bohr; eta 2.0 bohr^2/Eh; start [0.5 0.  0. ] bohr
--- D = 0.05 Eh: MECP [0.60032 0.28886 0.21183] bohr, E* = 0.068876 Eh
gam1 0.20244, gam2 -0.08209 Eh/bohr; lam 0.71150; dE*/dD 0.71150
Jacobian eigenvalues [0.16079 0.21271 0.28453] Eh/bohr^2; |J-J^T| 0.0427 Eh/bohr^2
descent rate seen 0.6784, predicted 0.6784; 2/jmax 7.029
error growth in 50 steps: eta=1.9/jmax 4.4e-03, 2.2/jmax 7.8e+03
steps: descent 52, BFGS 6, Newton 4; order Heff 2.00, H2 1.00
omega (mEh): Heff [ 6.5555 14.4296] seam FD [ 6.5555 14.4296] trajectory [ 6.5555 14.4296]
wrong (mEh): H1 [7.2839 9.9352] H2 [ 6.2358 15.8940] unweighted n [ 6.8727 14.4373]
--- D = 0.30 Eh: MECP [1.26961 0.62126 0.35949] bohr, E* = 0.308412 Eh
gam1 0.43250, gam2 0.05635 Eh/bohr; lam 1.14980; dE*/dD 1.14980
Jacobian eigenvalues [0.15514 0.28135 0.37615] Eh/bohr^2; |J-J^T| 0.0350 Eh/bohr^2
descent rate seen 0.6897, predicted 0.6897; 2/jmax 5.317
error growth in 50 steps: eta=1.9/jmax 4.3e-03, 2.2/jmax 7.6e+03
steps: descent 55, BFGS 9, Newton 5; order Heff 2.00, H2 1.00
omega (mEh): Heff [ 6.4329 16.6200] seam FD [ 6.4329 16.6200] trajectory [ 6.4329 16.6200]
wrong (mEh): H1 [7.2932 9.7776] H2 [ 6.5531 15.8956] unweighted n [ 6.6363 16.6251]
--- SiH2 6-31G*: start r1 2.95, r2 2.75 bohr, angle 100 deg; H0 0.3 Eh/bohr^2, cap 0.3 bohr
it  0 E1 -289.9958113 Eh dE -1.34e-02 Eh |Pg1| 3.76e-02 Eh/bohr lam 0.2863
it  1 E1 -289.9873773 Eh dE +7.89e-04 Eh |Pg1| 3.66e-02 Eh/bohr lam 1.1196
it  2 E1 -289.9901016 Eh dE -2.69e-05 Eh |Pg1| 1.21e-02 Eh/bohr lam 0.8827
it  3 E1 -289.9904493 Eh dE -1.81e-05 Eh |Pg1| 3.06e-03 Eh/bohr lam 0.7559
it  4 E1 -289.9904467 Eh dE -4.37e-07 Eh |Pg1| 4.91e-04 Eh/bohr lam 0.7477
it  5 E1 -289.9904466 Eh dE -6.75e-09 Eh |Pg1| 3.44e-06 Eh/bohr lam 0.7474
it  6 E1 -289.9904466 Eh dE -3.98e-13 Eh |Pg1| 2.25e-08 Eh/bohr lam 0.7474
steps 6; r 2.7987 bohr = 1.4810 A; angle 110.44 deg
E* -289.990447 Eh; triplet <S^2> 2.0046; out-of-plane p spin 0.999
gam1 0.04975, gam2 -0.01682, |d| 0.06657 Eh/bohr; lam 0.7474 peaked
weights of H1, H2 in Heff: 0.2526, 0.7474; d(dE)/dangle 0.07009 Eh/rad
singlet min: r 2.8508 bohr, angle 93.32 deg, E -289.998890 Eh
MECP height 8.443 mEh = 22.17 kJ/mol
max |H1 R| 4.98e-02, max |Heff R| 5.2e-08 Eh/bohr (R rigid motion)
masses Si 28.0850, H 1.0080 u; 1 u = 1822.888 m_e; 1 Eh = 219474.6 cm^-1
seam FD h 0.02 bohr: Ksym 0.42496, Kasym 0.40316 Eh/bohr^2, dangle/dr 0.32282 rad/bohr
omega Heff 9.8101, 10.7238 mEh = [2153.1 2353.6] cm^-1
omega seam FD [2153.2 2353.8] cm^-1
omega from H1 alone [2105.2 2361.7] cm^-1
omega from H2 alone [2169.0 2350.8] cm^-1
omega from mean alone [2137.3 2356.3] cm^-1
seam zero-point energy 10.267 mEh = 26.96 kJ/mol
```
